Silicon tails and the clean centre of a thin silica layer

**Problem**

A flat silica layer of thickness t separates two silicon crystals with (001) surfaces. Silicon electrons with energies inside the silica gap enter the layer from both sides as decaying waves, and in a thin layer these tails leave states inside the gap even at the centre.

Take a silicon electron moving normal to the layer with energy e above the silicon conduction edge. The oxide conduction edge lies at B > e on the same scale. The masses for normal motion are m_Si and m_ox. Let R be the local density of states at the oxide centre, divided by that of bulk silicon at the same energy.

(a) Find R, and show how it is related to the tails of two separate interfaces.

(b) Find the smallest thickness at which R does not exceed a chosen level h. Evaluate it for B = 3.1 eV, e = 0.5 eV, m_ox = 0.42 m_e, m_Si = 0.92 m_e and h = 1 %.

(c) Decide whether a layer of this thickness has a bulk-like gap at its centre.

(d) Estimate how far the neglected effects move the answer to (b).

**Model**

The electron is described by a one-band envelope function ψ(x) obeying

−(ħ²/2) d/dx[(1/m) dψ/dx] + Vψ = eψ,

with V = 0 in silicon and V = B in the oxide. The interfaces are abrupt, and there is no field and no defect. Integrating the equation across an interface shows that ψ′/m is continuous there; ψ is continuous as well. Atomic-scale structure inside the envelope is left out.

In silicon ψ″ = −k²ψ, and in the oxide ψ″ = q²ψ, with

k = √(2m_Si e)/ħ,  q = √(2m_ox(B − e))/ħ.

The matching conditions will contain the number

g = q m_Si/(k m_ox).

Since q²/k² = m_ox(B − e)/(m_Si e), its square is

g² = (m_Si/m_ox)(B − e)/e.

**Solution of (a)**

*One interface.* Put silicon at x < 0 and oxide at x > 0. A wave of unit amplitude arrives from the silicon:

ψ = exp(ikx) + r exp(−ikx) for x < 0,
ψ = τ exp(−qx) for x > 0.

Continuity of ψ gives 1 + r = τ. Continuity of ψ′/m gives

ik(1 − r)/m_Si = −qτ/m_ox.

Dividing by ik/m_Si and using −1/i = i turns this into 1 − r = igτ. Adding the two conditions gives 2 = τ(1 + ig), so

|τ|² = 4/(1 + g²).

In bulk silicon two waves of unit density exist at each energy, one moving each way, with total density 2. At the single interface only the wave arriving from the silicon exists, because e < B. The tail relative to bulk silicon is therefore

R₁(x) = [2/(1 + g²)] exp(−2qx).

Its density decay length is 1/(2q).

*Two interfaces.* Put the origin at the oxide centre and write a = t/2. By mirror symmetry the states can be chosen even or odd. Normalise them in a very large box. The layer then changes the norm and the level spacing by fractions that vanish as the box grows, so each state may be given unit amplitude in the silicon. In bulk silicon the even and odd states together have density

cos²(kx) + sin²(kx) = 1.

With the layer present the odd states vanish at x = 0, and the even ones are

ψ = C cosh(qx) for |x| < a,
ψ = cos[k(|x| − a) + δ] for |x| > a.

Hence R = C². Matching ψ at x = a gives

C cosh(qa) = cos δ.

Matching ψ′/m gives C q sinh(qa)/m_ox = −k sin δ/m_Si, or

C g sinh(qa) = −sin δ.

Squaring and adding removes δ:

C²[cosh²(qa) + g² sinh²(qa)] = 1.

With cosh² = 1 + sinh² this becomes

R = 1/[1 + (1 + g²) sinh²(qt/2)].  (1)

*Relation to separate tails.* Insert sinh²(qt/2) = [exp(qt) − 2 + exp(−qt)]/4 in (1) and multiply numerator and denominator by 4:

R = 4/{(1 + g²)[exp(qt) + exp(−qt)] + 2(1 − g²)}.

For qt ≫ 1 the first exponential dominates, and

R ≈ [4/(1 + g²)] exp(−qt).

This equals 2R₁(t/2), the sum of the two separate tails. Dividing that sum by the full R gives

2R₁(t/2)/R = 1 + 2[(1 − g²)/(1 + g²)] exp(−qt) + exp(−2qt).

The correction comes from reflection of each tail at the opposite interface.

Formula (1) was tested against a direct numerical solution for the density of states on a fine grid with open ends. Twelve cases were used, with e = 0.1, 0.5, 1.5 and 2.8 eV and t = 0.3, 0.7 and 1.5 nm. The largest relative difference was 7 × 10⁻⁵. This tests the algebra, not the suitability of the model for real silica.

**Solution of (b)**

As t grows, R in (1) falls steadily, so the smallest allowed thickness has R = h. Then

(1 + g²) sinh²(qt/2) = 1/h − 1,

and therefore

t_min = (2/q) arcsinh √[(1/h − 1)/(1 + g²)].  (2)

With ħ²/(2m_e) = 0.0381 eV nm², the given values yield

k = √(0.92 × 0.5/0.0381) = 3.475 nm⁻¹,
q = √(0.42 × 2.6/0.0381) = 5.354 nm⁻¹,
g² = (0.92/0.42)(2.6/0.5) = 11.39.

The density decay length is 1/(2q) = 0.093 nm. Equation (2) becomes

t_min = (2/5.354) arcsinh √(99/12.39) nm
= (2/5.354) × 1.762 nm
= 0.66 nm = 6.6 Å.

This is close to 0.7 nm, where R = 0.79 %. It amounts to seven density decay lengths, three and a half on each side of the centre. At t_min the sum of separate tails is 4.9 % below the full R, so adding tails is a good approximation here.

The level h is a choice, and so is e. For small h the thick-layer form of R gives

t_min ≈ (1/q) ln{4/[(1 + g²)h]}.

Each tenfold reduction of h thus adds about ln(10)/q = 0.43 nm; from 1 % to 0.1 % the full formula adds 0.42 nm. The table gives t_min in nm with B and both masses held fixed.

| e (eV) | h = 10 % | h = 1 % | h = 0.1 % |
|---|---|---|---|
| 0.25 | 0.20 | 0.51 | 0.90 |
| 0.50 | 0.29 | 0.66 | 1.08 |
| 1.00 | 0.44 | 0.89 | 1.37 |

The thickness grows with e for two reasons: q falls, so the tails are longer, and g² falls, so they start from a larger value at the interface.

Two limits show why an energy must be named. As e → 0, g² → ∞ and τ → 0: the incident and reflected waves cancel at the interface, and t_min tends to zero. As e → B, q → 0 and g → 0, so

t_min ≈ (2/q) arcsinh √(1/h − 1),

which grows without limit as 1/√(B − e). No finite thickness keeps silicon tails out of the whole gap up to the oxide edge.

**Solution of (c)**

Define the local conduction edge at the centre as the energy at which R reaches h. Both q and g² fall as e rises, so R rises with e and this edge is unique. States below it have R < h. In bulk silica the edge would lie at B = 3.1 eV.

| t (nm) | edge, h = 1 % (eV) | edge, h = 10 % (eV) |
|---|---|---|
| 0.7 | 0.58 | 1.73 |
| 1.0 | 1.23 | 2.24 |
| 1.5 | 2.01 | 2.65 |
| 2.5 | 2.63 | 2.92 |

At 0.7 nm the local edge lies 2.5 eV below the bulk edge for h = 1 %, and 1.4 eV below it for h = 10 %. The gap is therefore not bulk-like. What the layer has gained is a centre almost free of silicon states at energies near the silicon band edges. To bring the local edge within 0.5 eV of the bulk edge takes 1.4 nm at h = 10 % and 2.4 nm at h = 1 %.

A thickness of 0.7 nm can thus be called sufficient only in a restricted sense. In this model about 0.7 nm suffices to reduce the tails to 1 % for normal motion about half an electronvolt above the silicon edge. It is not a threshold at which the full gap appears.

**Solution of (d)**

Each effect below is added alone to the case of (b), where t_min = 0.66 nm. Their combined effect was not computed.

*Two-band dispersion.* Deep in the gap the oxide valence band also shapes the tail. Let u and v be the conduction and valence amplitudes, coupled by Pk:

(E − E_c)u = Pk v,  (E − E_v)v = Pk u.

Eliminating v gives (E − E_c)(E − E_v) = P²k². Near E_c this must reduce to E − E_c = ħ²k²/(2m_ox), so P² = ħ²G/(2m_ox), where G = E_c − E_v is the oxide gap. With b = B − e and k² = −q²,

q² = b(G − b)/P² = (2m_ox/ħ²) b(1 − b/G).

The oxide mass is in effect replaced by m_ox(1 − b/G). The same replacement enters the matching, because v is proportional to u′/(E − E_v) and E − E_v = G(1 − b/G). For G = 9.0 eV the mass becomes 0.42(1 − 2.6/9.0) = 0.299 m_e, and t_min rises to 0.72 nm if only |u|² is counted as density. The valence amplitude adds to the density: in a decaying tail |v|²/|u|² = P²q²/(G − b)² = b/(G − b) = 0.41. By the thick-layer form this adds about ln(1.41)/q = 0.08 nm, with q = 4.515 nm⁻¹; the full two-band matching gives a slightly smaller shift and t_min = 0.78 nm.

*Valence tails.* With a silicon gap of 1.12 eV the hole barrier is 9.0 − 1.12 − 3.1 = 4.78 eV. Assume the mirror-image two-band form, a silicon hole mass of 0.29 m_e and a hole energy of 0.5 eV. The result is 0.71 nm if only the valence amplitude is counted, nearly the same as on the conduction side. The conduction amplitude has the relative density 4.28/4.72 = 0.91 in the hole tail; it adds about 0.12 nm and gives 0.83 nm. At about 0.8 nm the 1 % window thus reaches roughly 0.5 eV beyond each silicon edge. Its width is about 1.12 + 0.5 + 0.5 = 2.1 eV, compared with the 9.0 eV gap of bulk silica. The hole side is the rougher estimate, because the silicon valence bands are neither single nor parabolic 0.5 eV below their edge.

*Parallel momentum.* At fixed total energy e, an electron with parallel wave number K has normal energy e_n = e − ħ²K²/(2m_t), where m_t = 0.19 m_e. Since K is conserved,

q² = 2m_ox(B − e)/ħ² + K².

Sideways motion therefore shortens the tail, and the smaller normal energy weakens its start. The second effect is much the larger here. The average over K carries the weight de_n/√e_n, from the one-dimensional density of normal motion. It lowers t_min to 0.46 nm, the largest downward shift found for these valleys. This average covers the two silicon valleys whose long axis is normal to the layer, relative to their own bulk density. The other four are left out. They have a large wave number along the layer. If it is conserved their tails are shorter, and counting them in both densities lowers t_min to about 0.34 nm. If the valley wave number is lost, as it may be in amorphous oxide, their light normal mass of 0.19 m_e gives the tails a stronger start: all six valleys then give about 0.6 nm, and normal motion in the four valleys alone gives 0.89 nm.

*Image lowering.* An electron at the centre has image charges at distances nt on both sides, with relative strengths (−β)ⁿ, where β = (ε_Si − ε_ox)/(ε_Si + ε_ox). Half the interaction energy with these induced charges is

ΔV = (e₀²/(4πε₀ε_ox t)) Σ (−β)ⁿ/n = −(e₀²/(4πε₀ε_ox t)) ln(1 + β),

where e₀ is the elementary charge and the sum starts at n = 1. With ε_Si = 11.7 and an optical ε_ox = 2.1, the barrier falls by 0.47 eV at the self-consistent thickness, and t_min becomes 0.76 nm. The central value was applied throughout the layer, although the classical lowering is larger near the interfaces and diverges there, so 0.76 nm understates the classical shift. With the position-dependent lowering cut off at 1, 2 or 3.1 eV, t_min becomes 0.83, 0.90 or 0.95 nm. Classical electrostatics is itself rough at this scale.

*Field.* A field of 5 MV/cm that lowers the oxide and the far silicon drops 0.36 V across the layer. With the silicon bands kept flat and e measured from the higher silicon edge, t_min becomes 0.72 nm. In a real device the field also bends the silicon bands, and e must then be counted from the band edge at the interface.

*Interface grading.* A linear barrier rise over 0.2 nm, centred on each interface with the mass still abrupt, gives 0.64 nm.

*Temperature.* Raising e by the thermal energy at 400 K, 0.034 eV, gives 0.68 nm.

*Atomic discreteness.* On a chain with spacing d and the same band-edge mass, the decay rate obeys

cosh(qd) = 1 + m_ox b d²/ħ².

For d = 0.31 nm this gives q = 4.88 nm⁻¹ instead of 5.35 nm⁻¹. Keeping the product qt fixed would give 0.72 nm, but the chain also changes the matching. With the interface on a chain site, half of whose cell is oxide, q in g is replaced by sinh(qd)/d = 6.96 nm⁻¹. With silicon still treated as continuous, g² rises to 19.2 and t_min becomes 0.63 nm. Here the slower decay is outweighed by a weaker start of the tail. With the interface midway between two sites, g² keeps the value 11.39, but cosh²(qa) in the matching is multiplied by cosh²(qd/2) = 1.69, and t_min becomes 0.71 nm. The sign of this shift thus depends on where the interface lies. Both values interpolate between the discrete thicknesses a chain allows. At t = 0.62 nm the chain gives R = 1.05 % with the interface on a site; with the interface midway it gives 3.7 % on the two oxide sites and falls below 1 % only at three sites, 0.93 nm.

**Comparison with a real gate oxide**

The barrier, masses and gap are rough typical values for thermal oxide on silicon. The single parabola used for silicon is an extrapolation at 0.5 eV, and more so at the higher energies in (c). Towards the zone centre the real band ends between 2 and 3 eV above its minimum, so the edges in (c) above about 2 eV should be read as values of the model only. In (2) the silicon band enters only through the electron velocity ħk/m_Si contained in g; at 0.5 eV a 10 % error in this velocity moves t_min by about 0.03 nm. The oxide mass is an effective tunnelling parameter: taking 0.30 or 0.50 m_e instead of 0.42 m_e gives 0.71 or 0.63 nm. The two-band estimate in (d) reads 0.42 m_e as the mass at the band edge; if the value was fitted to tunnelling data with a parabolic band, it already contains part of that correction, and the shift is smaller. The field of 5 MV/cm is high but below the rough breakdown scale of 10 MV/cm. The assumption most exposed in a real layer is that bulk silica parameters still apply, since 0.7 nm holds little more than two spacings of 0.31 nm. Interpolated to continuous thickness, the chain estimate moves the result by less than 0.1 nm, but it does not include changes of bonding or composition at the interfaces. Defects can add gap states that no thickness criterion for silicon tails removes, and a metal gate would break the symmetry used in (1); neither was estimated.

With h fixed at 1 % and e near 0.5 eV, and for the two valleys whose long axis is normal to the layer, the separately corrected thicknesses span roughly 0.5 to 0.9 nm, the upper end depending on how the image lowering is cut off. The figure of 0.7 nm is thus an order-of-size estimate tied to a stated level and energy. It is not a design limit for gate leakage, which requires the transmission through the whole layer. Most of the computed values are collected in the numerical output below.

Calculated quantities

```
barrier 3.10 eV; energy above Si edge 0.50 eV
masses: oxide 0.42, Si long. 0.92, Si transv. 0.19 m_e
chosen level h = 1.0 % of bulk Si density
hbar^2/(2 m_e) = 0.03810 eV nm^2
wave number in Si k = 3.475 1/nm
decay rate q = 5.354 1/nm; g^2 = 11.39
density decay length 1/(2q) = 0.0934 nm
two-tail prefactor 4/(1+g^2) = 0.323
minimum thickness, closed form = 0.658 nm = 6.58 angstrom
minimum thickness, Green function = 0.658 nm
minimum thickness in density decay lengths = 7.05
ratio R at 0.70 nm = 0.79 %
largest relative error of R in 12 tests = 6.7e-05
sum of two tails minus exact, relative = -4.86 %
added thickness per decade of h = 0.422 nm (ln10/q = 0.430 nm)
t_min at 0.25 eV for h = 10, 1, 0.1 %: 0.20, 0.51, 0.90 nm
t_min at 0.50 eV for h = 10, 1, 0.1 %: 0.29, 0.66, 1.08 nm
t_min at 1.00 eV for h = 10, 1, 0.1 %: 0.44, 0.89, 1.37 nm
t_min with oxide mass 0.30 m_e = 0.714 nm
t_min with oxide mass 0.50 m_e = 0.629 nm
local edge at t = 0.7 nm: 0.58 eV (h=1%), 1.73 eV (h=10%)
local edge at t = 1.0 nm: 1.23 eV (h=1%), 2.24 eV (h=10%)
local edge at t = 1.5 nm: 2.01 eV (h=1%), 2.65 eV (h=10%)
local edge at t = 2.5 nm: 2.63 eV (h=1%), 2.92 eV (h=10%)
t for local edge 0.5 eV below bulk edge, h = 10 %: 1.41 nm
t for local edge 0.5 eV below bulk edge, h = 1 %: 2.40 nm
neglected effects, one at a time:
oxide gap 9.0 eV, Si gap 1.12 eV, hole mass 0.29 m_e
two-band: mass 0.299 m_e, q 4.515 1/nm, t_min 0.715 nm
valence tails: hole barrier 4.78 eV, t_min 0.710 nm
parallel momentum averaged: t_min 0.464 nm
relative permittivities: Si 11.7, oxide (optical) 2.1
image lowering 0.47 eV: t_min 0.764 nm
field 5.0 MV/cm, drop 0.36 V: t_min 0.716 nm
barrier graded over 0.2 nm: t_min 0.639 nm
energy raised by kT = 0.0345 eV (400 K): t_min 0.676 nm
chain of spacing 0.31 nm: q 4.876 1/nm, t_min scaled by q 0.723 nm
```
